The slab correction for charged cells and its invariance along z

**The decision at stake**

A charged surface or layer is often computed with a code that repeats the cell in all three directions. The code fills the cell with a uniform neutralizing background, and the copies above and below act on the slab. One must then decide which correction to add. For a neutral slab a term in the square of the dipole moment is enough once the vacuum is wide. For a charged slab that term alone gives an energy that depends on where the slab sits in the cell. For a slab whose countercharge lies outside it as uniform sheets, divided equally between the two sides, the correct term is

E_slab = [1/(2ε0V)] (M² − Q S − Q²L²/12).

With 1/(4πε0) set to 1, the prefactor is 2π/V. The symbols are

Q = Σ_i q_i, M = Σ_i q_i z_i, S = Σ_i q_i z_i², V = A L.

Here q_i are point charges at r_i = (ρ_i, z_i), A is the lateral cell area and L = L_z is the cell height. The heights are unfolded: they describe one connected slab, with all |z_i − z_j| ≤ h < L. I write K = 1/(4πε0), z_ij = z_i − z_j and ρ_ij = ρ_i − ρ_j. Double sums over i and j include i = j.

**Which energy is meant**

A charged layer repeated without end in x and y has infinite energy, so a finite part must be defined. Screen each Coulomb potential by exp(−κr), subtract what a uniformly smeared layer would give in its own plane, and let κ go to zero:

E_2D = (K/2) Σ_ij q_i q_j ψ2(r_ij),

ψ2(r) = lim [Σ_n exp(−κ|r+n|)/|r+n| − 2π/(Aκ)].

The vectors n are the lateral lattice vectors. For i = j the term n = 0 is omitted, because an ion does not act on itself. The subtracted number is

(1/A) ∫ 2πρ dρ exp(−κρ)/ρ = 2π/(Aκ).

At height z, use r² = ρ² + z², so that ρ dρ = r dr. The smeared layer then gives (2π/A) exp(−κ|z|)/κ. After subtraction this tends to −2π|z|/A, the potential of a uniform sheet with its zero in the sheet. That choice fixes the zero of E_2D.

For the 3D array, with lattice vectors R, the corresponding definition is

E_3D = (K/2) Σ_ij q_i q_j ψ3(r_ij),

ψ3(r) = lim [Σ_R exp(−κ|r+R|)/|r+R| − 4π/(Vκ²)].

The subtraction is the background. The space integral of exp(−κr)/r is 4π/κ². A background of density −Q/V therefore contributes −K Q²·4π/(Vκ²) through its interaction with the ions and +(K/2)Q²·4π/(Vκ²) through its interaction with itself. The sum is −(K/2)Q²·4π/(Vκ²), which is what the subtraction produces.

For every κ > 0 the subtracted sum has zero average over the cell. In the limit, ψ3 is the periodic solution of −∇²ψ3 = 4π(Σ_R δ(r+R) − 1/V) with zero average. It carries no macroscopic field, which is the conducting-boundary convention.

**The matching Ewald energy**

The correction must be added to an E_3D that contains the background. Split 1/r = erfc(αr)/r + erf(αr)/r. The first part is summed in real space, the second over reciprocal vectors G ≠ 0. The first part has the cell average

(1/V) ∫ 4πr erfc(αr) dr = π/(α²V),

since the integral of x erfc(x) from zero to infinity is 1/4. This average must be subtracted to give ψ3 zero mean. For i = j, the reciprocal sum also contains the ion's own smooth part, whose value at r = 0 is 2α/√π, and this is removed. With F(G) = Σ_i q_i exp(iG·r_i),

E_3D = K { ½ Σ′ q_i q_j erfc(α|r_ij+R|)/|r_ij+R|
 + (2π/V) Σ_G≠0 exp(−G²/4α²)|F(G)|²/G²
 − (α/√π) Σ_i q_i² − πQ²/(2α²V) }.

The first sum runs over i, j and R, and the prime omits i = j with R = 0. If the last term is missing, the energy of a charged cell depends on the arbitrary splitting parameter α.

**One layer in plane waves**

The 3D array is a stack of identical layers, so we need the potential of one layer at a distance. The screened potential obeys

(−∇² + κ²) exp(−κr)/r = 4πδ(r).

Let f(z) be its Fourier integral over x and y at wave vector k, and let p² = k² + κ². Then

−f″ + p²f = 4πδ(z).

Away from z = 0 the decaying solution is f = C exp(−p|z|). Integrating across z = 0 gives −[f′(0+) − f′(0−)] = 2pC = 4π, hence C = 2π/p.

The sum over lateral copies is periodic. Its Fourier coefficient is 1/A times an integral over one cell of the sum, which equals 1/A times an integral over the whole plane of a single term. For z ≠ 0,

Σ_n exp(−κ|r+n|)/|r+n| = (2π/A) Σ_k exp(ik·ρ) exp(−p|z|)/p,

where k runs over the lateral reciprocal lattice.

**Subtracting the slab from the stack**

The layer m = 0 appears in both ψ3 and ψ2 and cancels in their difference. So does the omitted self-term, and i = j needs no separate treatment. What remains is

ψ3 − ψ2 = lim [Σ_m≠0 (layer at height z + mL) − 4π/(Vκ²) + 2π/(Aκ)].

Because |z| < L, the distance to layer m ≥ 1 is mL + z and to layer −m it is mL − z. For each k the sum over layers is geometric:

Σ_m≥1 [exp(−p(mL+z)) + exp(−p(mL−z))] = 2cosh(pz)/(exp(pL) − 1).

For k = 0 we have p = κ. The expansions needed are

2cosh(κz) = 2 + κ²z² + O(κ⁴),

1/(exp(κL) − 1) = 1/(κL) − 1/2 + κL/12 + O(κ³).

Their product is 2/(κL) − 1 + κL/6 + κz²/L + O(κ²). Multiplying by 2π/(Aκ) and using V = AL gives

4π/(Vκ²) − 2π/(Aκ) + (2π/A)(L/6 + z²/L) + O(κ).

The two subtraction terms cancel both divergences. The k = 0 part of ψ3 − ψ2 is therefore

(2π/V)(z² + L²/6).

For k ≠ 0 nothing diverges. Each exponential divided by p is largest at κ = 0, and the sum at κ = 0 converges because its terms fall as exp[−k(L − |z|)]. The limit may thus be taken term by term, with p replaced by k. Pairing k with −k turns exp(ik·ρ) into a cosine:

ψ2 = ψ3 − (2π/V)(z² + L²/6)
 − (4π/A) Σ_k≠0 cos(k·ρ) cosh(kz)/[k(exp(kL) − 1)].

**Summing over the ions**

The middle term, multiplied by (K/2)q_i q_j and summed, gives

E_slab = −(πK/V) Σ_ij q_i q_j (z_ij² + L²/6).

Expand the square:

Σ_ij q_i q_j (z_i² − 2z_i z_j + z_j²) = QS − 2M² + QS = 2QS − 2M².

The constant contributes Q²L²/6. Therefore

E_slab = −(πK/V)(2QS − 2M² + Q²L²/6)
 = (2πK/V)(M² − QS − Q²L²/12),

and 2πK = 1/(2ε0) gives the SI form stated at the start. The last term of ψ2 gives the layer correction

E_LC = −(2πK/A) Σ_ij q_i q_j Σ_k≠0 cos(k·ρ_ij) cosh(k z_ij)/[k(exp(kL) − 1)].

The complete identity for point charges with h < L is

E_2D = E_3D + E_slab + E_LC.

No wide-vacuum approximation has been made. Such an approximation enters when E_LC is dropped. Once the vacuum is wide, the error is then bounded by a constant times exp[−k_min(L − h)], with k_min the shortest nonzero lateral reciprocal vector. For fixed ions it falls at least as fast as exp(−k_min L); how closely it follows the bound in h depends on which charges lie near the two faces. For a square cell of side a, k_min = 2π/a. The vacuum must therefore be judged against the lateral side: if the charge arrangement varies over the full width of the cell, a wider cell needs a thicker vacuum for the same suppression. Merely repeating a smaller cell side by side does not, because the added long waves then cancel in the sum over ions.

**Invariance under translation along z**

Shift every unfolded height by the same a. Then

M → M + aQ,

S → Σ_i q_i(z_i² + 2a z_i + a²) = S + 2aM + a²Q.

The two position-dependent terms become

M² → M² + 2aQM + a²Q²,

QS → QS + 2aQM + a²Q².

They grow by the same amount, and their difference is unchanged. The term in L² contains no positions. Hence E_slab is invariant for any charges and any a. The pair form shows why: it contains z_ij alone. E_3D and E_LC also depend on coordinate differences alone, so the whole identity is invariant.

The dipole term by itself changes by (2aQM + a²Q²)/(2ε0V). This vanishes for every a only if Q = 0. For a charged cell M depends on the origin, and QS is what compensates for that.

**Folding is not a translation**

A periodic code may return an ion that crosses the cell face to the opposite side. E_3D does not notice, but E_slab and E_LC do. Let ion k move from z_k to z_k − L. For each j ≠ k,

(z_kj − L)² − z_kj² = L² − 2L z_kj.

Each distinct pair enters E_slab with weight −q_k q_j/(2ε0V). Also Σ_j≠k q_j = Q − q_k and Σ_j q_j z_kj = Qz_k − M, where j = k adds nothing. The jump is

ΔE_slab = −[q_k L/(2ε0V)] [L(Q − q_k) − 2(Qz_k − M)],

with M and z_k taken before folding. This is no failure of the invariance proof: in an open z direction the folded ion belongs to a different slab. In practice the cut between z = −L/2 and z = L/2 must lie in the vacuum, or the coordinates must be unfolded before M and S are formed.

**Force and potential**

Differentiating E_slab with respect to z_k gives the force along z:

F_k = −[1/(2ε0V)](2Mq_k − 2Qq_k z_k) = −[q_k/(ε0V)](M − Qz_k).

The sum over k is −(MQ − QM)/(ε0V) = 0, as translation invariance requires. The corresponding field, (Qz − M)/(ε0V), has slope Q/(ε0V). The background of density −Q/V produces a field of slope −Q/(ε0V). The correction thus removes the field gradient of the background. For Q = 0 the M part is a uniform field that removes the one left by the periodic convention. For Q ≠ 0 its size depends on the origin, and its role is to fix the height z = M/Q at which the added field vanishes.

For a continuous charge density, the sums in Q, M and S become integrals over electrons and nuclei together. A self-consistent calculation also needs the matching potential, the change of E_slab per added charge at height z:

φ_slab(z) = [1/(2ε0V)](2Mz − Qz² − S − QL²/6).

The pieces come from differentiating M², QS and Q²L²/12 in turn. Adding the energy after an uncorrected self-consistent run would leave the density polarized by the background.

There is a physical limit here. Outside a negatively charged slab, an electron's potential energy in the field of the slab falls linearly with distance. Electrons may then gain energy by moving into a sufficiently wide vacuum. As charge spreads into the vacuum, h grows. E_LC contains only waves with k ≠ 0, so a laterally uniform part adds nothing to it. Charge that varies laterally can make it larger as h grows, so its size should be checked before it is dropped. If the density spreads until it fills the whole cell height, no vacuum is left for the cut, the condition h < L fails and the identity does not apply.

**Two limiting cases**

For Q = 0 the correction is M²/(2ε0V), the usual dipole term for a neutral slab. The zero of ψ2 is then irrelevant, because an added constant would be multiplied by Q².

For a single ion per cell, M² = q²z² and QS = q²z², so the position-dependent terms cancel. What remains is −q²L²/(24ε0V), and the force is zero. This is required: one layer of identical ions at one height has no preferred position. The dipole term alone would pull the ion towards an arbitrary origin.

**The meaning of the zero**

The term in L² does not affect forces, or energy differences at fixed Q, A and L. Without it, however, the energy would contain an extra Q²L/(24ε0A) and would grow linearly with cell height.

Even with it, E_2D is a finite part. If a constant c is added to ψ2, the energy changes by KcQ²/2. Energies for different Q therefore cannot be compared until the location of the countercharge is stated. The same holds for different A at fixed Q, and hence for the lateral stress, because the energy of the countercharge depends on A.

A simple choice is two uniform sheets at z = ±D, outside all ions, each with charge −Q/2 per cell. For |z| < D their potential is

K(−Q/2)(−2π/A)[(D − z) + (D + z)] = 2πKQD/A.

It is constant, so the sheets exert no force on the ions. The ion–sheet energy is 2πKQ²D/A. The sheets are 2D apart and interact with energy K(Q²/4)(−2π/A)(2D) = −πKQ²D/A. The neutral system then has the energy

E_total = E_2D + πKQ²D/A = E_2D + Q²D/(4ε0A).

The forces from E_2D are therefore those of a countercharge divided equally between the two sides. A single sheet of charge −Q at z = +D, as for a slab facing one gate, has the potential 2πKQ(D − z)/A and adds the force q_kQ/(2ε0A) along z on ion k. For the first ion of the slab below this is 3.62 eV/Å, several times the force from E_2D. Such a geometry needs this extra uniform field.

**A worked slab**

Take a model slab in a square cell of side 10 Å with L = 30 Å. The charges are 2, −1, 1, −1, 1 in units of e, at heights −3, −1, 0.5, 2, 3 Å; the lateral positions are in the numerical output. Then h = 6 Å, Q = 2 e and

M = −6 + 1 + 0.5 − 2 + 3 = −3.5 e Å,

S = 18 − 1 + 0.25 − 4 + 9 = 22.25 e Å².

The prefactor 1/(2ε0V) is 0.0301585 eV/(e Å)². The bracket is 12.25 − 44.5 − 300 = −332.25 (e Å)², so

E_slab = 0.3694 − 1.3421 − 9.0476 = −10.0202 eV.

With E_3D = −10.9877 eV and E_LC = −2.1×10⁻⁶ eV, the total is E_2D = −21.0079 eV, or −3.3658×10⁻¹⁸ J. A direct real-space sum of screened potentials, extrapolated to κ = 0, gives the same energy; the test required agreement within 2×10⁻⁶ eV.

The cell height provides a stricter view, since E_2D must not depend on it:

L = 15 Å: E_3D = −14.5137, E_slab = −6.4690, E_LC = −0.0251 eV
L = 30 Å: E_3D = −10.9877, E_slab = −10.0202, E_LC = −0.000002 eV
L = 60 Å: E_3D = −2.4264, E_slab = −18.5814 eV, E_LC negligible

Each row sums to −21.0079 eV within rounding. At 15 Å the layer correction is needed for an accuracy of 0.01 eV. From 25 to 30 Å the error made by omitting it shrinks by a factor 0.04333, against exp(−π) = 0.04321 from the longest lateral waves. Without the L² term the total would drift from −16.484 eV at 15 Å to −2.913 eV at 60 Å.

Now shift the slab by 4 Å. M becomes 4.5 e Å and S becomes 26.25 e Å². M² rises from 12.25 to 20.25 and QS from 44.5 to 52.5, both by 8 (e Å)². E_slab stays at −10.0202 eV, whereas the dipole term alone would change by 0.2413 eV.

For the first ion, q = 2 e and z = −3 Å, so the slab force is

−2 × 0.0301585 × 2 × (−3.5 + 6) = −0.3016 eV/Å.

E_3D and E_LC together give −0.4730 eV/Å. The sum, −0.7746 eV/Å, agrees with the force from the direct slab energy. Here the correction supplies about 39% of the force, so it can matter for relaxation as well as for total energies. The share scales as 1/L: it is 78% at L = 15 Å and 19% at L = 60 Å. The model is also strongly charged, 0.32 C/m² with an outside field of 1.8 V/Å, far above the breakdown field of ordinary dielectrics, so the percentage is not typical of a device.

To see the effect of folding, shift the original slab by 12.5 Å. The last ion reaches 15.5 Å, and M = −3.5 + 2 × 12.5 = 21.5 e Å. If the ion is folded to −14.5 Å, the second bracket in the jump formula is 30 × (2 − 1) − 2 × (31 − 21.5) = 11 e Å. The jump is −0.0301585 × 30 × 11 = −9.952 eV, although E_3D is unchanged. The folded set has h = 29 Å, and E_LC changes by a further −0.771 eV.

Changing the last charge to −1 e makes the cell neutral, with M = −9.5 e Å. The correction is 0.0301585 × 90.25 = 2.7218 eV and brings E_3D = −8.0806 eV to −5.3588 eV, in agreement with the direct slab sum.

Finally, countersheets at ±20 Å add 36.190 eV to the original charged slab. The neutral assembly has energy −21.008 + 36.190 = 15.182 eV. The added term is linear in D, so sheets at ±10 Å would give −21.008 + 18.095 = −2.913 eV instead. The bare number E_2D should therefore not be read as a binding energy: a definite energy belongs to the neutral assembly, and it depends on where the countercharge is placed.

Numbers as computed

```
e^2/(4 pi eps0) = 14.399645 eV angstrom
lateral side = 10.0 angstrom, main Lz = 30.0 angstrom
ion 1: q = +2 e, x y z = 1.0 2.0 -3.0 angstrom
ion 2: q = -1 e, x y z = 4.0 7.0 -1.0 angstrom
ion 3: q = +1 e, x y z = 6.0 3.0 0.5 angstrom
ion 4: q = -1 e, x y z = 8.0 8.0 2.0 angstrom
ion 5: q = +1 e, x y z = 2.0 5.0 3.0 angstrom
Q = 2.0 e, M_z = -3.50 e angstrom
sum q z^2 = 22.25 e angstrom^2
prefactor 1/(2 eps0 V) = 0.0301585 eV/(e angstrom)^2
M_z^2 part = 0.369442 eV
-Q sum q z^2 part = -1.342055 eV
-Q^2 Lz^2/12 part = -9.047564 eV
E_slab = -10.020177 eV
E_3D Ewald = -10.987673 eV, screened sums = -10.987673 eV
E_2D from screened sums = -21.007853 eV = -3.365829e-18 J
Lz (angstrom), E_3D, E_slab, E_LC, total (eV):
15  -14.513704  -6.469008  -2.514e-02  -21.007853
20  -13.516096  -7.490629  -1.127e-03  -21.007853
25  -12.301031  -8.706773  -4.918e-05  -21.007853
30  -10.987673  -10.020177  -2.131e-06  -21.007853
60  -2.426418  -18.581435  -1.389e-14  -21.007853
Lz (angstrom), E_3D + E_slab + E_LC without the Q^2 Lz^2 part (eV):
15  -16.484071
20  -14.976143
25  -13.468216
30  -11.960289
60  -2.912725
error ratio, Lz 30 to 25 angstrom: 0.04333, exponential: 0.04321
neutral test (ion 5 charge -1 e): E_3D = -8.080646 eV
neutral test: E_slab = 2.721809 eV, direct E_2D = -5.358837 eV
after 4.0 angstrom shift: M_z = 4.50 e angstrom
after shift: sum q z^2 = 26.25 e angstrom^2
after shift: E_slab = -10.020177 eV
change of M_z^2 part alone = 0.241268 eV
ion 1 z force: direct 2D = -0.77463 eV/angstrom
ion 1 z force: E_3D + E_LC = -0.47305 eV/angstrom
ion 1 z force: slab formula = -0.30159 eV/angstrom
shift 12.5 angstrom, ion 5 folded from z = 15.5 to -14.5 angstrom
jump of E_slab on folding = -9.952320 eV
counter-sheets at +-20.0 angstrom: added constant = 36.190256 eV
plane-averaged part of E_2D = -2.261891 eV
plane-averaged field energy = 33.928365 eV
```
